# Why Gas Flow Between Parallel Plates Has a Knudsen Minimum

**Q.** I feed purge gas through a narrow gap in a deposition reactor and lower the mean pressure, holding the temperature and the pressure drop fixed. The mass flow first falls, then rises again. Which quantity should I be looking at?

**A.** Take two wide parallel plates a distance \(d\) apart, of width \(w\), with a weak pressure gradient along \(z\). Let \(v_0=\sqrt{2kT/m}\) and let \(\mu\) be the viscosity. Define

\[
\delta=\frac{pd}{\mu v_0},\qquad \mathrm{Kn}=\frac{\lambda}{d}=\frac{\sqrt\pi}{2\delta},\qquad
\dot M=G(\delta)\,\frac{w d^2}{v_0}\left|\frac{dp}{dz}\right| .
\]

The second definition fixes the mean free path as \(\lambda=\sqrt\pi\,\mu v_0/(2p)\). At fixed temperature, gap and pressure gradient, \(\dot M\) is proportional to \(G\), so your curve is \(G(\delta)\) as long as the pressure drop is small compared with the mean pressure. For a larger drop it is \(G\) averaged over the pressures along the gap. The factor \(wd^2/v_0\) is a free-molecular scale. It is not the free-molecular flow itself, which turns out to be infinite for endless plates.

**Q.** What equation determines \(G\)?

**A.** I assume uniform temperature, diffuse walls and the BGK collision model, in which molecules relax at a rate \(\nu=p/\mu\) to the local Maxwellian. Measure \(x\), the coordinate across the gap, in units of \(d\), with walls at \(x=\pm\tfrac12\), and velocities in units of \(v_0\). Write the distribution as the resting Maxwellian at the local pressure times \(1+h\). To first order in \(\kappa=(d/p)\,dp/dz\),

\[
c_x\frac{\partial h}{\partial x}+\kappa c_z=\delta\,(2c_zu-h),
\]

where \(u\) is the mean axial velocity. Multiply by \(c_z\) and average over \(c_y,c_z\), using \(\overline{c_z^2}=\tfrac12\). Then multiply by \(-2/\kappa\). With \(Y=-2\,\overline{c_zh}/\kappa\), \(\varphi=-2u/\kappa\) and \(c=c_x\),

\[
c\,\frac{\partial Y}{\partial x}=1+\delta(\varphi-Y),\qquad \varphi=\langle Y\rangle .
\]

Here \(\langle\cdot\rangle\) averages over \(c\) of both signs with density \(e^{-c^2}/\sqrt\pi\). Diffuse walls erase axial momentum, so \(Y=0\) for molecules leaving a wall. The mass flow is \(\rho v_0wd\int u\,dx\). Inserting \(u=-\kappa\varphi/2\) and \(\rho=2p/v_0^2\) gives \(G=\int_{-1/2}^{1/2}\varphi\,dx\).

**Q.** Can I picture \(Y\)?

**A.** It is a clock. Along a flight, \(Y\) grows by one per unit time \(d/v_0\). A wall resets it to zero, and a collision replaces it by the local mean \(\varphi\). Thus \(G\) is the mean time since the last wall contact, followed back through collisions that redraw the velocity. On average, the pressure gradient has accelerated the gas for that long since a wall last took its axial momentum away.

A simulation of such random flights at \(\delta=1\) gave \(1.5368\pm0.0025\), where the uncertainty is one standard error. Solving the kinetic equation gave 1.5387.

**Q.** Then collisions should simply delay the return to the wall. Why would they ever reduce the flow?

**A.** They also interrupt long flights. To separate the two effects, integrate along a flight. For \(c>0\),

\[
Y(x,c)=\int_{-1/2}^{x}e^{-\delta(x-s)/c}\,[1+\delta\varphi(s)]\,\frac{ds}{c}.
\]

The "1" gives the time since the last collision or wall contact, and \(\delta\varphi\) gives the time inherited through collisions. Averaging over both signs of \(c\), the first, direct part of \(G\) is

\[
G_0=\frac12\left\langle\frac1{|c|}\int\!\!\int e^{-a|x-s|}\,dx\,ds\right\rangle,\qquad a=\frac{\delta}{|c|}.
\]

The separation \(y=|x-s|\) occurs with weight \(2(1-y)\), and \(\int_0^1(1-y)e^{-ay}dy=(e^{-a}-1+a)/a^2\). Hence

\[
G_0=\left\langle\frac{|c|}{\delta^2}\left(e^{-\delta/|c|}-1+\frac{\delta}{|c|}\right)\right\rangle .
\]

It falls with \(\delta\), because the exponential in the double integral does. The computed values are:

| \(\delta\) | direct | inherited | \(G\) |
|---|---|---|---|
| 0.1 | 1.688 | 0.344 | 2.033 |
| 0.5 | 0.886 | 0.716 | 1.602 |
| 1 | 0.601 | 0.938 | 1.539 |
| 3 | 0.274 | 1.437 | 1.711 |

From \(\delta=0.5\) to 1 the direct part loses 0.285 and the inherited part gains 0.222, so the flow falls. From 1 to 3 the loss is 0.327 and the gain 0.499, so it rises.

**Q.** What happens at very low pressure?

**A.** Slow crossers dominate. Since \(G_0=2\int_0^1(1-y)\,k(\delta y)\,dy\), we need

\[
k(q)=\frac1{\sqrt\pi}\int_0^\infty e^{-c^2-q/c}\,\frac{dc}{c}
\]

for small \(q\). Split the integral at \(\epsilon\), with \(q\ll\epsilon\ll1\), and use \(\int_\eta^\infty e^{-s}ds/s\to-\ln\eta-\gamma\), where \(\gamma\) is Euler's constant.

- Above \(\epsilon\), drop \(q/c\) and set \(s=c^2\). This gives \(-\ln\epsilon-\gamma/2\).
- Below \(\epsilon\), drop \(c^2\) and set \(s=q/c\). This gives \(-\ln(q/\epsilon)-\gamma\).

The sum is \(-\ln q-\tfrac32\gamma\). With \(2\int_0^1(1-y)dy=1\) and \(-2\int_0^1(1-y)\ln y\,dy=\tfrac32\),

\[
G_0\to\frac{-\ln\delta+\tfrac32(1-\gamma)}{\sqrt\pi}\qquad(\delta\to0).
\]

In this limit \(\varphi\) is of order \(|\ln\delta|\), so the inherited part is of order \(\delta\ln^2\delta\) and vanishes. The flow diverges logarithmically.

At \(\delta=0.01\), the 11.2 % of molecules with \(|c|<0.1\) supply 62 % of the direct time. These are the grazing flights, in the sense of slow transverse motion.

**Q.** And at high pressure?

**A.** A molecule then diffuses to the wall. In our units the diffusion coefficient is \(D=\langle c^2\rangle/\delta=1/(2\delta)\), and the mean time obeys \(D\varphi''=-1\). To leading order \(\varphi=0\) at the walls, so \(\varphi=(\tfrac14-x^2)/(2D)\) and

\[
G\simeq\frac1{2D}\left(\frac14-\frac1{12}\right)=\frac1{12D}=\frac{\delta}{6}.
\]

This is the viscous Poiseuille flow.

**Q.** Do the two limits prove that there is a minimum?

**A.** They do once the growth at large \(\delta\) is secured by a bound. Multiply the kinetic equation by \(Y\), average over \(c\) and integrate over \(x\). Since \(\langle Y^2\rangle-\varphi^2=\langle(Y-\varphi)^2\rangle\),

\[
G=\delta\int\langle(Y-\varphi)^2\rangle\,dx+\tfrac12\Big[\langle cY^2\rangle\Big]_{-1/2}^{1/2}.
\]

Averaging the kinetic equation itself gives \(d\langle cY\rangle/dx=1\), and symmetry about the mid-plane makes \(\langle cY\rangle=x\). As \(\langle c\rangle=0\), the Cauchy–Schwarz inequality gives

\[
x^2=\langle c(Y-\varphi)\rangle^2\le\tfrac12\langle(Y-\varphi)^2\rangle,
\]

so the first term is at least \(\delta\int2x^2dx=\delta/6\).

At \(x=\tfrac12\) only molecules with \(c>0\) contribute. Their averages satisfy \(\tfrac14=\langle cY\rangle_+^2\le\langle c\rangle_+\langle cY^2\rangle_+\), with \(\langle c\rangle_+=1/(2\sqrt\pi)\). Hence \(\langle cY^2\rangle_+\ge\sqrt\pi/2\). The other wall contributes equally, and the prefactor \(\tfrac12\) leaves

\[
G\ge\frac{\delta}{6}+\frac{\sqrt\pi}{2}.
\]

Also \(G\ge G_0\), because inherited time is not negative. Thus \(G\) grows without limit at both ends. It is continuous in between, because some molecules always escape to a wall and the series over successive collisions converges. A minimum must exist.

**Q.** Where is it?

**A.** The numerical solution puts it at \(\delta=1.07\), or \(\mathrm{Kn}=0.83\), with \(G=1.538\). There the direct part is 0.576 and the inherited part 0.962. A scan of 22 values from \(\delta=0.01\) to 10 showed one turning point.

Given that value of \(G\), the bounds confine the minimum. The last inequality requires \(\delta\le6(1.5381-0.8862)=3.91\), and \(G_0\le G\) requires \(\delta\ge0.133\). The position near unit Knudsen number is a computed result within this bracket.

**Q.** Could I have guessed the minimum by adding viscous flow to a constant free-molecular flow?

**A.** No, since that sum only rises. A gas in which every molecule has the same transverse speed \(c_0\) behaves in just this way. Let \(Y_\pm\) belong to \(c=\pm c_0\), with \(\varphi=(Y_++Y_-)/2\) and \(J=(Y_+-Y_-)/2\). The two kinetic equations are

\[
c_0Y_+'=1+\delta(\varphi-Y_+),\qquad -c_0Y_-'=1+\delta(\varphi-Y_-).
\]

Their sum gives \(J'=1/c_0\), so by symmetry \(J=x/c_0\). Their difference gives \(\varphi'=-\delta J/c_0=-\delta x/c_0^2\), so \(\varphi=A-\delta x^2/(2c_0^2)\). The wall condition \(Y_+=\varphi+J=0\) at \(x=-\tfrac12\) fixes \(A=\delta/(8c_0^2)+1/(2c_0)\). Integrating,

\[
G=A-\frac{\delta}{24c_0^2}=\frac{\delta}{12c_0^2}+\frac1{2c_0}.
\]

Choosing \(c_0^2=\tfrac12\) keeps \(\langle c^2\rangle\), and with it the viscous slope \(\delta/6\). Then \(G=0.707+\delta/6\), a straight line without a minimum. The viscous transport is unchanged; what has gone is the spread of crossing times.

**Q.** How much spread is needed?

**A.** Take any speed distribution for which \(m_1=\langle1/|c|\rangle\) and \(m_2=\langle1/c^2\rangle\) are finite, with relaxation to that same distribution. For small \(\delta\), \(e^{-a}-1+a\simeq a^2/2-a^3/6\), so \(G_0\simeq m_1/2-\delta m_2/6\). Without collisions \(\varphi=m_1/2\) everywhere. One collision passes on \(\delta\varphi\), and the next flight multiplies it by another \(m_1/2\), which adds \(\delta m_1^2/4\). Therefore

\[
\left.\frac{dG}{d\delta}\right|_{0}=\frac{m_1^2}{4}-\frac{m_2}{6}.
\]

The flow falls at first if \(m_2>\tfrac32m_1^2\), that is, if the relative variance of the crossing time \(1/|c|\) exceeds one half.

Now remove the slowest crossers from the Maxwellian, keeping the collision frequency fixed. The initial fall ends when all molecules with \(|c|<0.124\) are gone, which is 13.9 % of them. In a scan from \(\delta=0.001\) to 6 the minimum disappeared at the same cut, to three digits. This cut also raises \(\langle c^2\rangle\), so the viscosity is not held fixed here, unlike in the one-speed gas.

**Q.** Put numbers on my reactor gap.

**A.** Take a gap of 100 µm, 10 mm long and 300 mm wide, at 500 K, with molecules of 28 u and a viscosity of 26 µPa s. These are rough values for a nitrogen purge. Then \(v_0=544.9\) m/s, and the minimum lies at

\[
p=\frac{\delta\mu v_0}{d}=\frac{1.072\times26\times10^{-6}\times544.9}{10^{-4}}\ \mathrm{Pa}\approx1.14\ \mathrm{Torr}.
\]

In standard cm³ per minute (0 °C, 1 atm) for each Torr of pressure drop, the model gives 7.24 at 0.1 Torr, 5.43 at 1 Torr and 9.43 at 10 Torr. These are conductances for a drop small compared with the stated pressure. With 1.2 Torr at the inlet and 0.8 Torr at the outlet, the flow is \(5.43\times0.4\approx2.17\) sccm. A fixed drop shifts the minimum to a higher mean pressure: about 1.15 Torr for a drop of 0.4 Torr and 1.46 Torr for a drop of 2 Torr.

For a 500 nm cavity the minimum moves to 228 Torr. That is far above a process pressure near 1 Torr, so such a cavity works deep on the free-molecular side.

**Q.** Which assumptions would a real gap break?

**A.** Wall scattering matters more here than the choice of collision model. If 10 % of wall collisions are specular, \(G\) at the minimum rises from 1.538 to 1.743, or 13 %, and its position moves to \(\delta=1.14\). The Shakhov collision model, with the Prandtl number 2/3 of a monatomic gas, raises \(G\) by 1 %. The internal energy of nitrogen is left out. So is any temperature difference along the gap, which drives thermal creep towards the hot end. In the BGK model at 1 Torr, 50 K between the ends changes the flow at a 0.4 Torr drop by about 5 %. At 400 K, with viscosity taken to vary as \(T^{0.7}\), the minimum shifts to 0.87 Torr. The pressure variation along the gap changes the flow by about 0.1 %, and the Reynolds number is 0.006. The resistance of the two ends is also left out of the flows quoted above; for a gap 100 times longer than it is high, it lowers them by about 2 % near the minimum and by about 6 % at 0.1 Torr, where the flights are longer. A precursor that sticks to the walls needs a different balance, because its flow is not conserved along the gap.

**Q.** Would a shorter gap still show the minimum?

**A.** A finite length caps the logarithm, since no flight inside the gap can cover more axial distance than the channel length. For a slot open at both ends, the free-molecular \(G\) is 2.66 at a length of 100 gaps, well above 1.538, but 1.36 at 10 gaps. The cap equals the minimum of the endless channel at about 14 gaps. This does not mark the loss of the minimum, because the ends of a short gap also lower the flow near \(\delta=1\), to below the endless value of 1.538. A shorter gap can therefore still show a minimum, and finding the limit requires solving the finite gap with collisions. Your gap is 100 times longer than it is high, so the model predicts a visible minimum there.

## Computed values

```
delta    Kn      G       direct  inherited excess
 0.01  88.6227  3.0496  2.9593  0.0904  2.1618
 0.10   8.8623  2.0327  1.6883  0.3444  1.1298
 0.50   1.7725  1.6019  0.8860  0.7159  0.6323
 1.00   0.8862  1.5387  0.6012  0.9375  0.4858
 3.00   0.2954  1.7105  0.2738  1.4367  0.3243
10.00   0.0886  2.7686  0.0944  2.6743  0.2157
Monte Carlo G at delta=1: 1.5368 +- 0.0025
minimum: delta = 1.072, Kn = 0.827, G = 1.5381
proved bracket for delta: 0.133 to 3.911
direct part at minimum: 0.5758
inherited part at minimum: 0.9623
bound constant sqrt(pi)/2: 0.8862
one-speed gas, same viscosity, G at delta=0: 0.7071
one-speed gas, G at delta=1: 0.8738
molecules with c<0.1: 11.2 %
their share of direct time, delta=0.01: 62.0 %
their share of direct time, delta=1.07: 17.4 %
cut where initial fall ends: c = 0.124, removed 13.9 %
cut where minimum is lost: c = 0.124, removed 13.9 %
gap 100 um, length 10 mm, width 300 mm
T = 500 K, mass 28 u, viscosity 26 uPa s
v0 = 544.9 m/s
mean free path at 1 Torr: 94.2 um
pressure of minimum, this gap: 1.139 Torr
pressure of minimum, 500 nm cavity: 228 Torr
p= 0.1 Torr: delta=0.094, G=2.055, 7.24 sccm/Torr
p= 1.0 Torr: delta=0.941, G=1.540, 5.43 sccm/Torr
p=10.0 Torr: delta=9.410, G=2.674, 9.43 sccm/Torr
inlet 1.2 Torr, outlet 0.8 Torr: flow 2.172 sccm
pressure variation along gap changes flow by 0.117 %
mean speed / v0 = 0.00308, Reynolds number 0.00580
gap/length = 1.0 %, gap/width = 0.033 %
free-molecular cap of G, length/gap=10: 1.357
free-molecular cap of G, length/gap=100: 2.657
cap equals the minimum at length/gap = 14.0
Shakhov, Pr=2/3: delta = 1.060, G = 1.5532
10 % specular walls: delta = 1.138, G = 1.7430
at 400 K, viscosity ~ T^0.7: minimum at 0.871 Torr
```
